# Redundant Orbital Rotations and the Singular Hessian in CASSCF: test program

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
"""
Result under test: in CASSCF, inactive-inactive and virtual-virtual rotations
never change the state; active-active rotations are all absorbed by the CI
coefficients only if the CI space is complete; each redundant rotation gives
a null vector of the joint orbital-CI Hessian at a stationary point.

State: exp(-kappa)(|0> + |c>)/norm, kappa = sum_{p>q} k_pq (E_pq - E_qp),
E_pq = spin-summed excitation operator, |c> orthogonal to |0> in the CI space.
Orbitals: 0,1 inactive; 2,3 active; 4,5 virtual. Energies in hartree.
"""
from functools import reduce
import numpy as np
from scipy import sparse
from scipy.linalg import expm, null_space
from scipy.sparse.linalg import expm_multiply
from pyscf import gto, scf, mcscf


def excitation_operators(norb, nalpha, nbeta):
    """All E_pq in the determinant sector, and the orbital occupations."""
    m = 2 * norb
    lower = sparse.csr_matrix([[0.0, 1.0], [0.0, 0.0]])
    sign = sparse.csr_matrix([[1.0, 0.0], [0.0, -1.0]])
    one = sparse.identity(2, format="csr")
    ann = []
    for k in range(m):
        factors = [sign] * k + [lower] + [one] * (m - k - 1)
        ann.append(reduce(lambda a, b: sparse.kron(a, b, format="csr"), factors))
    index = np.arange(2 ** m)
    bits = np.array([(index >> (m - 1 - k)) & 1 for k in range(m)]).T
    good = (bits[:, :norb].sum(1) == nalpha) & (bits[:, norb:].sum(1) == nbeta)
    sel = np.where(good)[0]
    ops = {}
    for p in range(norb):
        for q in range(norb):
            full = ann[p].T @ ann[q] + ann[p + norb].T @ ann[q + norb]
            ops[p, q] = full.tocsr()[sel][:, sel].tocsr()
    return ops, bits[sel, :norb] + bits[sel, norb:]


# ---------- molecule and operators ----------
positions = [0.0, 0.75, 2.45, 3.95, 5.85, 6.65]
mol = gto.M(atom=[("H", (0.0, 0.0, z)) for z in positions],
            basis="sto-3g", unit="Angstrom", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.kernel()
h_ao = mf.get_hcore()
eri_ao = mol.intor("int2e")
e_nuc = mol.energy_nuc()
n = 6
E, occ = excitation_operators(n, 3, 3)
dim = occ.shape[0]
stack = sparse.vstack([E[p, q] for p in range(n) for q in range(n)]).tocsr()
stack_t = stack.T.tocsr()
pairs = [(p, q) for p in range(n) for q in range(p)]
where = {pq: k for k, pq in enumerate(pairs)}
npair = len(pairs)
gen = [(E[p, q] - E[q, p]).tocsr() for p, q in pairs]


def apply_h(orb, vecs):
    """Electronic Hamiltonian in the given orbitals times column vectors."""
    h = orb.T @ h_ao @ orb
    g = eri_ao
    for _ in range(4):
        g = np.tensordot(g, orb, axes=(0, 0))
    one_body = h - 0.5 * np.einsum("pqqs->ps", g)
    w = (stack @ vecs).reshape(n * n, -1)
    z = 0.5 * g.reshape(n * n, n * n) @ w
    return (stack_t @ z.reshape(n * n * dim, -1)
            + (one_body.ravel() @ w).reshape(dim, -1))


def energy(orb, state):
    return state @ apply_h(orb, state[:, None])[:, 0] + e_nuc


def rotate(orb, angles):
    k = np.zeros((n, n))
    for (p, q), a in zip(pairs, angles):
        k[p, q], k[q, p] = a, -a
    return orb @ expm(-k)


def move(orb, state, other, x):
    new = state + other @ x[npair:]
    return rotate(orb, x[:npair]), new / np.linalg.norm(new)


def derivatives(orb, state, space):
    """Energy, gradient, Hessian and basis of the CI complement."""
    other = space @ null_space((space.T @ state)[None, :])
    a = np.array([g @ state for g in gen]).T
    t = np.hstack([-a, other])
    ht = apply_h(orb, np.column_stack([state, t]))
    e = state @ ht[:, 0]
    w = ht[:, 0] - e * state
    b = np.array([g @ w for g in gen]).T
    second = np.zeros((t.shape[1], t.shape[1]))
    second[:npair, :npair] = -0.5 * (b.T @ a + a.T @ b)
    second[:npair, npair:] = b.T @ other
    second[npair:, :npair] = second[:npair, npair:].T
    hess = 2 * (t.T @ (ht[:, 1:] - e * t) + second)
    return e + e_nuc, 2 * t.T @ w, 0.5 * (hess + hess.T), other


def lowest_state(orb, space):
    val, vec = np.linalg.eigh(space.T @ apply_h(orb, space))
    return val[0] + e_nuc, space @ vec[:, 0]


def optimize(orb, space, redundant):
    """Damped Newton search in the nonredundant parameters."""
    state = lowest_state(orb, space)[1]
    drop = [where[pq] for pq in redundant]
    keep = np.array([k for k in range(npair + space.shape[1] - 1)
                     if k not in drop])
    for _ in range(200):
        e, g, hess, other = derivatives(orb, state, space)
        if np.linalg.norm(g[keep]) < 1e-10:
            break
        lam, u = np.linalg.eigh(hess[np.ix_(keep, keep)])
        step = -u @ ((u.T @ g[keep]) / np.maximum(abs(lam), 1e-3))
        step *= min(1.0, 0.3 / np.linalg.norm(step))
        x = np.zeros(len(g))
        x[keep] = step
        while energy(*move(orb, state, other, x)) > e + 1e-12:
            x *= 0.5
        orb, state = move(orb, state, other, x)
    assert np.linalg.norm(g) < 1e-8
    return orb, state, keep


def finite_differences(orb, state, other, step=1e-3):
    """Gradient and Hessian from energies with rotated integrals only."""
    m = npair + other.shape[1]
    unit = step * np.eye(m)

    def f(x):
        return energy(*move(orb, state, other, x))
    grad = np.array([f(u) - f(-u) for u in unit]) / (2 * step)
    hess = np.zeros((m, m))
    for i in range(m):
        for j in range(i + 1):
            a, b = unit[i], unit[j]
            hess[i, j] = hess[j, i] = (f(a + b) - f(a - b) - f(b - a)
                                       + f(-a - b)) / (4 * step ** 2)
    return grad, hess


def null_candidates(state, other, redundant):
    cols = []
    for pq in redundant:
        v = np.zeros(npair + other.shape[1])
        v[where[pq]] = 1.0
        v[npair:] = other.T @ (gen[where[pq]] @ state)
        cols.append(v)
    return np.array(cols).T


# ---------- CI spaces ----------
def determinant(occupation):
    return (occ == np.array(occupation)).all(axis=1).astype(float)


conf20 = determinant([2, 2, 2, 0, 0, 0])
conf02 = determinant([2, 2, 0, 2, 0, 0])
conf11 = E[3, 2] @ conf20 / np.sqrt(2)
complete = np.column_stack([conf20, conf11, conf02])
incomplete = np.column_stack([conf20, conf02])
assert np.allclose(complete.T @ complete, np.eye(3))
assert abs(energy(mf.mo_coeff, conf20) - mf.e_tot) < 1e-8

print("H positions on a line:", positions, "angstrom")
print(f"RHF/STO-3G energy: {mf.e_tot:.8f} hartree")
print(f"orbital pairs: {npair}, determinants in full space: {dim}")

# ---------- complete CI space at convergence ----------
red = [(1, 0), (3, 2), (5, 4)]
aa = where[3, 2]
orb, state, keep = optimize(mf.mo_coeff, complete, red)
e_cas, grad, hess, other = derivatives(orb, state, complete)
mc = mcscf.CASSCF(mf, 2, 2)
mc.conv_tol = 1e-11
mc.verbose = 0
e_ref = mc.kernel()[0]
assert abs(e_ref - e_cas) < 1e-7
fd_grad, fd_hess = finite_differences(orb, state, other)
assert abs(fd_hess - hess).max() < 1e-4
null = null_candidates(state, other, red)
assert np.linalg.norm(hess @ null) < 1e-8
eig = np.linalg.eigvalsh(hess)
zeros = int((abs(eig) < 1e-7).sum())
eig_keep = np.linalg.eigvalsh(hess[np.ix_(keep, keep)])
assert zeros == len(red) and eig_keep[0] > 1e-4
print(f"CASSCF(2,2) energy: {e_cas:.8f} hartree")
print(f"independent CASSCF solver: {e_ref:.8f} hartree")
print(f"gradient norm at convergence: {np.linalg.norm(grad):.1e} hartree")
print(f"complete space: {len(eig)} parameters, {zeros} zero eigenvalues")
print(f"largest |H v| element, null vectors: {abs(hess @ null).max():.1e} hartree")
print(f"lowest nonzero Hessian eigenvalue: "
      f"{eig[abs(eig) > 1e-7][0]:.5f} hartree")
print(f"after deletion: {len(keep)} parameters, lowest eigenvalue "
      f"{eig_keep[0]:.5f} hartree")

# bare and response-corrected active-active curvature
moved = gen[aa] @ state
h_moved = apply_h(orb, moved[:, None])[:, 0]
curvature = 2 * (moved @ h_moved - (e_cas - e_nuc) * (moved @ moved))
assert abs(fd_hess[aa, aa] - curvature) < 1e-4
folded = hess[:npair, :npair] - hess[:npair, npair:] @ np.linalg.solve(
    hess[npair:, npair:], hess[npair:, :npair])
assert abs(folded[:, aa]).max() < 1e-8 and curvature > 1e-3
print(f"active-active curvature, CI fixed: {curvature:.6f} hartree")
print(f"same by finite differences: {fd_hess[aa, aa]:.6f} hartree")
print(f"same with CI response: {folded[aa, aa]:.1e} hartree")

# ---------- finite rotations ----------
angle = 0.7
x = np.zeros(npair)
x[[where[1, 0], where[5, 4]]] = angle
change_iv = energy(rotate(orb, x), state) - e_cas
x = np.zeros(npair)
x[aa] = angle
change_fixed = energy(rotate(orb, x), state) - e_cas
compensated = expm_multiply(angle * gen[aa], state)
outside = compensated - complete @ (complete.T @ compensated)
change_comp = energy(rotate(orb, x), compensated) - e_cas
assert abs(change_iv) < 1e-10 and abs(change_comp) < 1e-10
assert np.linalg.norm(outside) < 1e-10 and change_fixed > 1e-4
print(f"finite rotation angle: {angle} rad")
print(f"energy change, inactive and virtual: {change_iv:.1e} hartree")
print(f"energy change, active, CI fixed: {change_fixed:.6f} hartree")
print(f"energy change, active, CI compensated: {change_comp:.1e} hartree")

# ---------- away from convergence ----------
shift = np.array([0.0 if pq in red else 1.0 for pq in pairs])
orb_d = rotate(orb, 0.1 * shift)
state_d = lowest_state(orb_d, complete)[1]
_, g_d, h_d, other_d = derivatives(orb_d, state_d, complete)
fg, fh = finite_differences(orb_d, state_d, other_d)
assert abs(fh - h_d).max() < 1e-4 and abs(fg - g_d).max() < 1e-4
mixed = fh[where[4, 1], where[1, 0]]
half = 0.5 * fg[where[4, 0]]
assert abs(mixed - half) < 2e-5
print("displaced point: all nonredundant angles 0.1 rad, CI re-solved")
print(f"  mixed Hessian element H(41,10): {mixed:.6f} hartree")
print(f"  half of gradient element g(40): {half:.6f} hartree")

print("angle/rad, |g|/hartree, |Hv|/hartree, full step, reduced step")
rows = []
for delta in (1e-2, 1e-3, 1e-4):
    orb_d = rotate(orb, delta * shift)
    state_d = lowest_state(orb_d, complete)[1]
    _, g_d, h_d, other_d = derivatives(orb_d, state_d, complete)
    v_d = null_candidates(state_d, other_d, red)
    full = np.linalg.norm(np.linalg.solve(h_d, -g_d))
    small = np.linalg.norm(np.linalg.solve(h_d[np.ix_(keep, keep)], -g_d[keep]))
    rows.append([np.linalg.norm(g_d), np.linalg.norm(h_d @ v_d), full, small])
    print(f"  {delta:.0e}  {rows[-1][0]:.3e}  {rows[-1][1]:.3e}"
          f"  {full:.4f}  {small:.3e}")
ratio = np.array(rows[1]) / np.array(rows[2])
assert np.all(abs(ratio[[0, 1, 3]] - 10) < 0.5)
assert 0.8 < ratio[2] < 1.25

# ---------- incomplete CI space ----------
red_inc = [(1, 0), (5, 4)]
start = rotate(orb, 0.05 * np.array([pq not in red_inc for pq in pairs]))
orb2, state2, keep2 = optimize(start, incomplete, red_inc)
e_inc, _, hess2, other2 = derivatives(orb2, state2, incomplete)
eig2 = np.linalg.eigvalsh(hess2)
zeros2 = int((abs(eig2) < 1e-7).sum())
assert zeros2 == len(red_inc) and eig2[abs(eig2) > 1e-7][0] > 1e-4
assert abs(e_inc - e_cas) < 1e-8
c20, c02 = incomplete.T @ state2
moved2 = gen[aa] @ state2
leak = np.linalg.norm(moved2 - incomplete @ (incomplete.T @ moved2))
assert abs(leak - np.sqrt(2) * abs(c20 - c02)) < 1e-10
print(f"two-configuration energy: {e_inc:.8f} hartree")
print(f"coefficients: {abs(c20):.6f}, {c02 * np.sign(c20):.6f}")
print(f"incomplete space: {len(eig2)} parameters, {zeros2} zero eigenvalues")
print(f"lowest nonzero eigenvalue: {eig2[abs(eig2) > 1e-7][0]:.5f} hartree")
print(f"norm leaving incomplete space under active generator: {leak:.6f}")
x = np.zeros(npair)
x[aa] = np.deg2rad(20.0)
turned = rotate(orb2, x)
rise_complete = lowest_state(turned, complete)[0] - e_cas
rise_incomplete = lowest_state(turned, incomplete)[0] - e_inc
assert abs(rise_complete) < 1e-8 and rise_incomplete > 1e-4
print("active rotation by 20 degrees, CI re-solved:")
print(f"  complete space energy change: {rise_complete:.1e} hartree")
print(f"  incomplete space energy change: {rise_incomplete:.6f} hartree")

# ---------- every CSF subset: three electrons, three orbitals, doublet ----------
F, occ3 = excitation_operators(3, 2, 1)
casimir = sum((F[p, q] @ F[q, p]).toarray() for p in range(3) for q in range(3))
doublet_value = 3 * (3 + 2 - 1.5) - 2 * 0.5 * 1.5
csfs = []
for conf in np.unique(occ3, axis=0):
    ids = np.where((occ3 == conf).all(axis=1))[0]
    val, vec = np.linalg.eigh(casimir[np.ix_(ids, ids)])
    for k in np.where(abs(val - doublet_value) < 1e-8)[0]:
        column = np.zeros(len(occ3))
        column[ids] = vec[:, k]
        csfs.append(column)
csfs = np.array(csfs).T
ncsf = csfs.shape[1]
assert ncsf == 8
rot = [csfs.T @ (F[p, q] - F[q, p]) @ csfs for p, q in [(1, 0), (2, 0), (2, 1)]]
invariant = []
for code in range(1, 2 ** ncsf):
    inside = np.array([(code >> k) & 1 for k in range(ncsf)], dtype=bool)
    if all(np.linalg.norm(r[~inside][:, inside]) < 1e-10 for r in rot):
        invariant.append(int(inside.sum()))
assert invariant == [ncsf]
print(f"three electrons in three orbitals, doublet CSFs: {ncsf}")
print(f"nonempty CSF subsets tested: {2 ** ncsf - 1}, "
      f"invariant: {len(invariant)}, its size: {invariant[0]}")

# an invariant line that is not spanned by definite occupations
P, occ_pair = excitation_operators(3, 1, 1)
seed = (occ_pair == np.array([2, 0, 0])).all(axis=1).astype(float)
pair_sum = seed + sum(P[t, 0] @ P[t, 0] @ seed / 2 for t in (1, 2))
pair_sum /= np.linalg.norm(pair_sum)
killed = max(np.linalg.norm((P[p, q] - P[q, p]) @ pair_sum)
             for p, q in [(1, 0), (2, 0), (2, 1)])
symmetric = np.linalg.norm((P[1, 0] + P[0, 1]) @ pair_sum)
assert killed < 1e-12 and symmetric > 0.1
print(f"equal pair sum, norm after rotation generators: {killed:.1e}")
print(f"equal pair sum, norm after E10 + E01: {symmetric:.6f}")

print("all good")
```

It prints:

```
H positions on a line: [0.0, 0.75, 2.45, 3.95, 5.85, 6.65] angstrom
RHF/STO-3G energy: -3.13311156 hartree
orbital pairs: 15, determinants in full space: 400
CASSCF(2,2) energy: -3.21788737 hartree
independent CASSCF solver: -3.21788737 hartree
gradient norm at convergence: 2.3e-15 hartree
complete space: 17 parameters, 3 zero eigenvalues
largest |H v| element, null vectors: 5.1e-15 hartree
lowest nonzero Hessian eigenvalue: 0.45791 hartree
after deletion: 14 parameters, lowest eigenvalue 0.45780 hartree
active-active curvature, CI fixed: 3.737869 hartree
same by finite differences: 3.737852 hartree
same with CI response: 1.2e-14 hartree
finite rotation angle: 0.7 rad
energy change, inactive and virtual: -5.3e-15 hartree
energy change, active, CI fixed: 0.521916 hartree
energy change, active, CI compensated: -5.3e-15 hartree
displaced point: all nonredundant angles 0.1 rad, CI re-solved
  mixed Hessian element H(41,10): 0.199260 hartree
  half of gradient element g(40): 0.199260 hartree
angle/rad, |g|/hartree, |Hv|/hartree, full step, reduced step
  1e-02  1.117e-01  7.897e-02  0.1644  3.480e-02
  1e-03  1.119e-02  7.913e-03  0.1548  3.470e-03
  1e-04  1.119e-03  7.914e-04  0.1543  3.470e-04
two-configuration energy: -3.21788737 hartree
coefficients: 0.936421, -0.350878
incomplete space: 16 parameters, 2 zero eigenvalues
lowest nonzero eigenvalue: 0.45791 hartree
norm leaving incomplete space under active generator: 1.820516
active rotation by 20 degrees, CI re-solved:
  complete space energy change: 0.0e+00 hartree
  incomplete space energy change: 0.196799 hartree
three electrons in three orbitals, doublet CSFs: 8
nonempty CSF subsets tested: 255, invariant: 1, its size: 8
equal pair sum, norm after rotation generators: 0.0e+00
equal pair sum, norm after E10 + E01: 1.632993
all good
```
